# When the Closed-Shell Singlet Lies Lowest in a Two-Orbital Silylene Model

A calculation on silylene, SiH₂, as a fragment of a silane precursor needs a spin multiplicity before its first self-consistent cycle. If the wrong state is chosen, the reaction energy is shifted by the singlet–triplet splitting for each silylene consumed or formed. An orbital gap can guide the choice, provided it is compared with the right combination of repulsion integrals. That combination depends on which orbital energies define the gap.

Consider bent silylene at a fixed geometry. Its silicon lone pair occupies an orbital $\sigma$ in the molecular plane, and an orbital $p$ points out of that plane. Both are real and normalized, and the same pair is used for every state. The remaining electrons form a frozen closed-shell core, which includes the two Si–H bond pairs. Apart from a constant core energy, the Hamiltonian of the two active electrons in atomic units is

$$
H=h(1)+h(2)+\frac{1}{r_{12}},
$$

where $h$ contains the kinetic energy, the nuclear attraction and the mean field of the core. Define $h_i=\langle i|h|i\rangle$ and

$$
(ij|kl)=\iint \frac{i(\mathbf r_1)j(\mathbf r_1)\,k(\mathbf r_2)l(\mathbf r_2)}{r_{12}}\,d^3r_1d^3r_2 ,
$$

with $J_{ij}=(ii|jj)$ and $K=(\sigma p|\sigma p)$. Reflection in the molecular plane leaves $\sigma$ unchanged and reverses the sign of $p$. The orbitals are therefore orthogonal, $\langle\sigma|h|p\rangle=0$, and every repulsion integral with an odd number of $p$ factors vanishes.

Two electrons in two orbitals give six determinants. They form the closed-shell singlets $\sigma^2$ and $p^2$, one open-shell singlet, and the three components of a triplet. A closed-shell singlet has the spatial function $\sigma(1)\sigma(2)$ or $p(1)p(2)$, so

$$
E(\sigma^2)=2h_\sigma+J_{\sigma\sigma},\qquad E(p^2)=2h_p+J_{pp}.
$$

The open-shell states have the spatial functions

$$
\Phi_\pm=\frac{\sigma(1)p(2)\pm p(1)\sigma(2)}{\sqrt2}.
$$

The plus sign accompanies the antisymmetric singlet spin function, and the minus sign accompanies the symmetric triplet spin functions. In the one-electron energy the cross terms vanish by orthogonality, which leaves $h_\sigma+h_p$. In the repulsion the two direct terms each equal $J_{\sigma p}$ and the two cross terms each equal $\pm K$. With the normalization factor $1/2$,

$$
\langle\Phi_\pm|r_{12}^{-1}|\Phi_\pm\rangle
=\tfrac12(2J_{\sigma p}\pm2K)=J_{\sigma p}\pm K .
$$

Hence the triplet T and the open-shell singlet OS have energies

$$
E(T)=h_\sigma+h_p+J_{\sigma p}-K,\qquad E(OS)=E(T)+2K.
$$

Let $\Delta h=h_p-h_\sigma$. Subtracting the energy of $\sigma^2$ from that of the triplet gives

$$
\begin{aligned}
E(T)-E(\sigma^2)&=h_\sigma+h_p+J_{\sigma p}-K-2h_\sigma-J_{\sigma\sigma}\\
&=\Delta h-X,\qquad X=J_{\sigma\sigma}-J_{\sigma p}+K .
\end{aligned}
$$

Thus $\sigma^2$ lies below the triplet when

$$
\boxed{\Delta h>J_{\sigma\sigma}-J_{\sigma p}+K.}
$$

The left side is the one-electron cost of promotion. On the right, $J_{\sigma\sigma}-J_{\sigma p}$ is the direct repulsion relieved by separating the electrons, and $K$ is the further reduction that parallel spins allow.

For $\sigma^2$ to be the lowest state, the other two singlets must also lie above it. This follows from the positivity of Coulomb self-repulsion. For a real charge distribution $\rho$ with Fourier transform $\tilde\rho$,

$$
(\rho|\rho)=\int\frac{d^3k}{(2\pi)^3}\,\frac{4\pi}{k^2}\,|\tilde\rho(\mathbf k)|^2\geq0,
$$

because $4\pi/k^2$ is the transform of $1/r$. Choosing $\rho=\sigma p$, which is not identically zero, gives $K>0$, so OS lies above T. Choosing $\rho=\sigma^2-p^2$ gives $J_{\sigma\sigma}+J_{pp}-2J_{\sigma p}\geq0$. If the boxed condition holds, then

$$
\begin{aligned}
E(p^2)-E(\sigma^2)&=2\Delta h+J_{pp}-J_{\sigma\sigma}\\
&>2(J_{\sigma\sigma}-J_{\sigma p}+K)+J_{pp}-J_{\sigma\sigma}\\
&=J_{\sigma\sigma}+J_{pp}-2J_{\sigma p}+2K\geq2K>0 .
\end{aligned}
$$

The condition is therefore sufficient for $\sigma^2$ to be the unique lowest unmixed state. It is also necessary, since a unique lowest $\sigma^2$ must lie below the triplet. Exchanging the orbital labels gives the condition for $p^2$ to be lowest, $-\Delta h>J_{pp}-J_{\sigma p}+K$.

The canonical orbital energies of a closed-shell Hartree–Fock calculation differ from $h_\sigma$ and $h_p$, because they include repulsion from the active electrons. When $\sigma$ is doubly occupied, an orbital $i$ has the Fock energy $\varepsilon_i=h_i+2(ii|\sigma\sigma)-(i\sigma|i\sigma)$. Therefore

$$
\varepsilon_\sigma=h_\sigma+J_{\sigma\sigma},\qquad
\varepsilon_p=h_p+2J_{\sigma p}-K .
$$

The Fock element between $\sigma$ and $p$ vanishes by reflection symmetry, so these are the canonical energies within the two-orbital space. Their gap is

$$
\Delta\varepsilon=\Delta h+2J_{\sigma p}-K-J_{\sigma\sigma}.
$$

Solving for $\Delta h$ and inserting it in the splitting gives

$$
\begin{aligned}
E(T)-E(\sigma^2)&=(\Delta\varepsilon-2J_{\sigma p}+K+J_{\sigma\sigma})-J_{\sigma\sigma}+J_{\sigma p}-K\\
&=\Delta\varepsilon-J_{\sigma p}.
\end{aligned}
$$

The same criterion now reads $\Delta\varepsilon>J_{\sigma p}$. It holds for Hartree–Fock orbital energies only. Kohn–Sham gaps come from a different operator and are much smaller: for SiH₂ at $92^\circ$ with Si–H bonds of 1.51 Å in the cc-pVDZ basis, the PBE gap is 1.7 eV against $J_{\sigma p}=8.8$ eV, yet the PBE total energies put the singlet lower by 1.0 eV. The empty orbital's energy includes repulsion from two $\sigma$ electrons, but after promotion only one remains there. Subtracting $J_{\sigma p}$ removes the surplus. The canonical gap must not be compared with $X$, because the repulsion would then be counted inconsistently.

In a simple hybrid model, the bond angle enters through the $s$ character of the lone pair. A canonical lone-pair orbital also mixes with the bond pairs, so its $s$ weight need not follow the relation derived below. Place silicon at the origin and the molecule in the $yz$ plane, with $z$ pointing away from the hydrogens along the bisector. Let the silicon parts of the two bonds be equivalent hybrids along the bond directions, separated by the angle $\theta$:

$$
b_\pm=\sqrt\beta\,s+\sqrt{1-\beta}\left(-\cos\tfrac\theta2\,p_z\pm\sin\tfrac\theta2\,p_y\right).
$$

Their orthogonality requires

$$
0=\beta+(1-\beta)\left(\cos^2\tfrac\theta2-\sin^2\tfrac\theta2\right)
=\beta+(1-\beta)\cos\theta ,
$$

so $\beta=-\cos\theta/(1-\cos\theta)$. The lone pair completes an orthonormal set in the space of $s$, $p_y$ and $p_z$, so the three $s$ weights sum to one. Its own $s$ weight is

$$
w=1-2\beta=\frac{1+\cos\theta}{1-\cos\theta}=\cot^2\frac\theta2 ,
$$

for $90^\circ\leq\theta\leq180^\circ$, where $\beta$ is not negative. With $q=1-w$, the active orbitals are $\sigma=\sqrt w\,s+\sqrt q\,p_z$ and $p=p_x$.

Assume now that the effective core field is spherical and independent of angle. Then $s$ and $p_z$ are not coupled by $h$, all $p$ functions have the energy $h_p$, and

$$
h_\sigma=wh_s+qh_p,\qquad \Delta h=w(h_p-h_s)=w\Delta_{sp}.
$$

Closing the angle raises $w$ and widens the core gap.

The repulsion integrals follow if $s$ and $p$ share one radial function $R(r)$. Expand $1/r_{12}$ in Legendre polynomials $P_k(\cos\gamma)$, where $\gamma$ is the angle between $\mathbf r_1$ and $\mathbf r_2$, and define

$$
F^k=\int_0^\infty\!\!\int_0^\infty R^2(r_1)R^2(r_2)\frac{r_<^k}{r_>^{k+1}}r_1^2r_2^2\,dr_1dr_2 .
$$

Here $r_<$ and $r_>$ are the smaller and larger radii. With $n_x,n_z$ the components of the unit direction vector, the orbital products are $R^2/(4\pi)$ times

$$
\begin{aligned}
\sigma^2:&\quad 1+2\sqrt{3wq}\,n_z+2qP_2(n_z),\\
p^2:&\quad 1+2P_2(n_x),\\
\sigma p:&\quad \sqrt{3w}\,n_x+3\sqrt q\,n_xn_z ,
\end{aligned}
$$

where $3n_z^2=1+2P_2(n_z)$ has been used. Integrating $P_k(\cos\gamma)$ against an angular function of degree $k$ returns that function times $4\pi/(2k+1)$, while other degrees give zero. Thus the degree-$k$ parts $A_k$ and $B_k$ of two products contribute $F^k\langle A_kB_k\rangle/(2k+1)$, with the brackets denoting an average over the sphere. The averages needed are $\langle n_z^2\rangle=1/3$, $\langle P_2(n_z)^2\rangle=1/5$, $\langle P_2(n_z)P_2(n_x)\rangle=P_2(0)/5=-1/10$ and $\langle n_x^2n_z^2\rangle=1/15$. They give

$$
\begin{aligned}
J_{\sigma\sigma}&=F^0+\tfrac43wqF^1+\tfrac4{25}q^2F^2,\\
J_{\sigma p}&=F^0-\tfrac2{25}qF^2,\\
J_{pp}&=F^0+\tfrac4{25}F^2,\\
K&=\tfrac13wF^1+\tfrac3{25}qF^2 .
\end{aligned}
$$

In the threshold $F^0$ cancels:

$$
\begin{aligned}
X&=\frac{F^1}{3}(4wq+w)+\frac{F^2}{25}(4q^2+2q+3q)\\
&=\frac{F^1}{3}w(5-4w)+\frac{F^2}{25}q(4q+5).
\end{aligned}
$$

At linear geometry $w=0$, so $\Delta h=0$ and $X=9F^2/25=3K$. The triplet then lies below $\sigma^2$ by $3K$. At $90^\circ$, $w=1$ and the lone pair is pure $s$. The singlet condition becomes $\Delta_{sp}>F^1/3$.

For a numerical model take $R\propto r^2e^{-\zeta r}$ with $\zeta=1.4$ bohr⁻¹ and $\Delta_{sp}=8$ eV. These are round parameters chosen to show the competition, not a computed silylene spectrum. Normalization gives $R^2r^2=(2\zeta)^7r^6e^{-2\zeta r}/6!$. Setting $x=2\zeta r_>$ and $y=2\zeta r_<$, and doubling one ordering of the radii, gives

$$
F^k=\frac{4\zeta}{(6!)^2}\int_0^\infty dx\,x^{5-k}e^{-x}\int_0^x dy\,y^{6+k}e^{-y}.
$$

Repeated integration by parts turns the inner integral into $(6+k)!\left[1-e^{-x}\sum_{m=0}^{6+k}x^m/m!\right]$. The outer integral is then elementary:

$$
F^k=\frac{4\zeta(6+k)!}{(6!)^2}\left[(5-k)!-\sum_{m=0}^{6+k}\frac{(5-k+m)!}{m!\,2^{6-k+m}}\right].
$$

The finite sums give $F^0=793\zeta/3072$, $F^1=2779\zeta/15360$ and $F^2=2093\zeta/15360$ in atomic units, or 9.834, 6.892 and 5.191 eV here.

At $w=0.50$, or $\theta=109.5^\circ$, the core gap is $0.50\times8=4.000$ eV. The integrals are $J_{\sigma\sigma}=12.339$, $J_{\sigma p}=9.626$ and $K=1.460$ eV, so

$$
X=12.339-9.626+1.460=4.173\ \text{eV},
$$

$$
E(T)-E(\sigma^2)=4.000-4.173=-0.173\ \text{eV}.
$$

Without mixing the triplet is lower. The canonical gap is 9.453 eV, and $9.453-9.626=-0.173$ eV gives the same answer. Comparing 9.453 eV with the threshold of 4.173 eV would wrongly place $\sigma^2$ below the triplet.

At $w=0.25$, or $126.9^\circ$, the gap of 2.000 eV is below the threshold of 3.543 eV, and the triplet is lower by 1.543 eV. At $w=0.75$, or $98.2^\circ$, the gap of 6.000 eV exceeds the threshold of 3.758 eV, and $\sigma^2$ is lower by 2.242 eV.

The threshold first rises and then falls along these three cases. The factor $w(5-4w)$ multiplying $F^1/3$ takes the values 1, 1.5 and 1.5, while the factor $q(4q+5)$ multiplying $F^2/25$ falls through 6, 3.5 and 1.5. The initial rise therefore comes from the $F^1$ term, and the later fall from the $F^2$ term. Solving $w\Delta_{sp}=X(w)$ numerically by bracketing gives $w=0.522$, or $\theta=108.3^\circ$. This is the only crossing in the interval: $w\Delta_{sp}-X$ is a quadratic in $w$, negative at $w=0$ and positive at $w=1$.

Configuration mixing changes the criterion. The singlets $\sigma^2$ and $p^2$ are both even under reflection and are coupled by

$$
\langle\sigma\sigma|r_{12}^{-1}|pp\rangle=(\sigma p|\sigma p)=K .
$$

The open-shell singlet is odd and does not mix with them. The triplet has no partner of the same spin in this space, so its energy is unchanged. Measure energies from $E(T)$ and set $a=E(\sigma^2)-E(T)$ and $b=E(p^2)-E(T)$. The lower mixed singlet is then at

$$
\lambda_-=\frac{a+b}{2}-\sqrt{\left(\frac{a-b}{2}\right)^2+K^2}.
$$

If $a$ or $b$ is negative, $\lambda_-$ is negative too, because the lowest eigenvalue cannot exceed either diagonal element. If neither is negative, the two eigenvalues have a non-negative sum $a+b$ and the product $ab-K^2$, so $\lambda_-<0$ precisely when $ab<K^2$. The boxed inequality is the case $a<0$. It remains sufficient for a singlet ground state after mixing, but it is no longer necessary.

The middle case shows the difference. There $a=0.173$ eV and $b=26.665-20.166=6.498$ eV, using unrounded energies in the difference and taking $h_s=0$. Thus $ab=1.12$ eV², below $K^2=2.13$ eV². Mixing lowers the singlet from 20.339 to 20.018 eV, which puts it 0.148 eV below the triplet. The order has reversed although neither the orbitals nor the geometry changed. At $w=0.25$ the triplet survives mixing by 1.182 eV. The crossing moves to $w=0.480$, or $110.6^\circ$, so in this model mixing widens the range of angles with a singlet ground state by about two degrees.

At linear geometry $a=b=3K$. Then $ab=9K^2$ exceeds $K^2$, and $\lambda_-=2K$, so the triplet remains lowest even with mixing.

For a Hartree–Fock calculation on the molecule, a splitting $\Delta\varepsilon-J_{\sigma p}$ whose magnitude is comparable with $K$ or smaller is a reason to compute both spin states and to allow $\sigma^2$ and $p^2$ to mix. A large positive value supports the closed-shell choice only within the frozen-orbital model, and only if the empty orbital is compact and valence-like. Diffuse basis functions spread the canonical empty orbital, raise $\Delta\varepsilon-J_{\sigma p}$ and lower $K$. For SiH₂ with Si–H bonds of 1.51 Å, going from cc-pVDZ to aug-cc-pVDZ raises $\Delta\varepsilon-J_{\sigma p}$ from 1.2 to 2.0 eV at $92^\circ$ and from $-0.4$ to $+0.35$ eV at $140^\circ$. The Hartree–Fock splitting with orbitals optimized for each state stays near $+0.6$ and $-0.9$ eV. If the orbitals were optimized for $\sigma^2$, reoptimizing them for the triplet can only lower the triplet. Neglecting this relaxation favours the singlet, whereas neglecting the mixing of $\sigma^2$ with $p^2$ favours the triplet. The splitting is also vertical: comparing the two equilibrium structures requires a separate geometry for each state. The hybrid model further omits correlation of the bond pairs, the mixing of the lone pair with them, the extension of the active orbitals onto hydrogen, and the dependence of the core field on direction and bond angle. It therefore illustrates the competition between $\Delta h$ and $X$, but neither its crossing angles nor the rise and fall of its threshold should be carried over to real silylene.
